# Counting the independent capacitance coefficients of a four-terminal transistor

## The question

A field-effect transistor has a gate G, drain D, source S and body B. Its terminal voltages $V_j$, measured from a common reference, vary slowly enough for its operation to be quasi-static: the current entering terminal $i$ is

$$i_i=I_i(V)+\frac{dQ_i}{dt}.$$

Here $I_i(V)$ is the steady current at the instantaneous voltages $V=(V_G,V_D,V_S,V_B)$, and the charge $Q_i$ assigned to terminal $i$ is a smooth function of the same four voltages. Define

$$D_{ij}=\frac{\partial Q_i}{\partial V_j},\qquad C_{ii}=D_{ii},\qquad C_{ij}=-D_{ij}\quad(i\ne j).$$

The first index names the terminal whose charge responds, the second the terminal whose voltage moves. The minus sign is the engineering convention; it makes $C_{ij}$ positive for an ordinary capacitor connected between $i$ and $j$.

Assume that the four terminal currents sum to zero at every instant, and that adding the same voltage to all four terminals changes no charge. Both assumptions require that no fifth conductor couples appreciably to the device.

## Part (a): the sum rules

**Derive the linear relations that the two assumptions impose on the sixteen $D_{ij}$.**

**Answer.** Hold the voltages steady first. Then $dQ_i/dt=0$, and current conservation gives $\sum_i I_i(V)=0$. This is true at every set of voltages, so the steady parts also cancel at each instant when the voltages vary. What remains is

$$0=\sum_i\frac{dQ_i}{dt}=\sum_j\left(\sum_iD_{ij}\right)\frac{dV_j}{dt},$$

by the chain rule. The four rates can be chosen independently. Letting one voltage vary at a time gives

$$\sum_iD_{ij}=0\qquad\text{for each }j. \tag{1}$$

These are the column sums. They say that charge entering one terminal must leave through the others.

For the second assumption, add $a$ to every voltage:

$$Q_i(V_G+a,V_D+a,V_S+a,V_B+a)=Q_i(V_G,V_D,V_S,V_B).$$

The right side does not contain $a$. Differentiating at $a=0$ gives

$$\sum_jD_{ij}=0\qquad\text{for each }i. \tag{2}$$

These are the row sums. In the engineering convention, (2) and (1) become

$$C_{ii}=\sum_{j\ne i}C_{ij}=\sum_{j\ne i}C_{ji}. \tag{3}$$

## Part (b): the count

**How many coefficients remain independent?**

**Answer.** There are eight equations, but they may not all be independent. Write $R_i=\sum_jD_{ij}$ and $K_j=\sum_iD_{ij}$, and look for numbers $r_i,c_j$ such that

$$\sum_ir_iR_i+\sum_jc_jK_j=0$$

for every possible matrix $D$. The entry $D_{ij}$ appears once in $R_i$ and once in $K_j$, so its total coefficient is $r_i+c_j$. This must vanish for every pair $i,j$. Fixing $j$ shows that all $r_i$ equal $-c_j$; fixing $i$ shows that all $c_j$ equal $-r_i$. Thus all $r_i=r$ and all $c_j=-r$. Apart from the overall factor $r$ there is one dependence,

$$\sum_iR_i=\sum_jK_j,$$

which says that adding all entries by rows or by columns gives the same total. The eight equations therefore contain seven independent ones, and

$$16-7=9.$$

The same argument for $n$ terminals gives $n^2-(2n-1)=(n-1)^2$. Two terminals leave one coefficient, as expected for a capacitor.

## Part (c): constructing the matrix

**Take the nine coefficients whose indices are G, D or B. Find the other seven, and show that the two assumptions do not restrict the nine further.**

**Answer.** Let $i,j$ run over the kept terminals G, D, B. From (2), $D_{iS}=-\sum_jD_{ij}$. Since $C_{iS}=-D_{iS}$,

$$C_{iS}=\sum_jD_{ij}=C_{ii}-\sum_{j\ne i}C_{ij}. \tag{4}$$

From (1), in the same way,

$$C_{Sj}=\sum_iD_{ij}=C_{jj}-\sum_{i\ne j}C_{ij}. \tag{5}$$

The last entry follows from the source row:

$$C_{SS}=D_{SS}=-\sum_jD_{Sj}=\sum_j\sum_iD_{ij}
=\sum_iC_{ii}-\sum_{i\ne j}C_{ij}. \tag{6}$$

The source column gives the same double sum in the other order, so the two routes agree.

Now choose any nine real numbers for the block and complete the matrix in this way. The linear charges $Q_i=\sum_jD_{ij}V_j$ have

$$\sum_iQ_i=\sum_j\left(\sum_iD_{ij}\right)V_j=0,$$

and a common shift $a$ changes $Q_i$ by $a\sum_jD_{ij}=0$. Both assumptions hold whatever nine numbers were chosen. They therefore cannot imply another relation. A particular device at a particular bias may still have further relations, caused by its own physics.

## Part (d): which nine?

**Can any nine coefficients serve as the independent set?**

**Answer.** No. Draw four points for the rows and four for the columns. For each of the seven missing entries, draw a line from its row point to its column point.

If the lines contain a closed loop, add $+t$ and $-t$ alternately to the entries around it. A loop between rows and columns has an even number of lines, so the signs close consistently. Each row or column on the loop receives one $+t$ and one $-t$, and no sum changes. The missing entries are then undetermined. For example, if GD, GS, DD and DS are all missing, the change

$$D_{GD}+t,\quad D_{GS}-t,\quad D_{DD}-t,\quad D_{DS}+t$$

leaves all the known entries and all eight sums unchanged.

If there is no loop, follow the lines without retracing one. The path cannot return to an earlier point, so it must end at a point touched by one line. That row or column has one missing entry, which its sum rule determines. Remove the line and repeat until all seven entries are known.

There are $\binom{16}{9}=11440$ sets of nine. Testing the solvability of the sum rules for each of them agrees with the loop criterion in every case, and 4096 sets suffice. The G, D, B block is one of these.

## Part (e): reciprocity

**If also $C_{ij}=C_{ji}$, how many coefficients remain? Use a simple channel model to decide whether this symmetry follows from the two assumptions.**

**Answer.** A symmetric $4\times4$ matrix has six distinct off-diagonal entries. Equation (3) then fixes the diagonal, and its row and column forms coincide. Six values remain.

To see whether the symmetry is general, the channel charge must be divided between source and drain. Let $x$ run from the source at 0 to the drain at $L$, let $\lambda(x,t)$ be the electron charge per length, and let $J(x,t)$ be the current in the $+x$ direction. Continuity, $\partial J/\partial x=-\partial\lambda/\partial t$, integrated from $x$ to $L$, gives the current entering the drain:

$$i_D=-J(L)=-J(x)+\int_x^L\frac{\partial\lambda}{\partial t}\,dx'.$$

Average over $x$. The charge at $x'$ is counted for all $x<x'$, a fraction $x'/L$ of the channel, so

$$i_D=-\frac1L\int_0^LJ\,dx+\frac{d}{dt}\int_0^L\frac{x}{L}\lambda\,dx.$$

With constant mobility $\mu$ and channel potential $v(x)$, $J=-\mu|\lambda|\,dv/dx$. In quasi-static operation $|\lambda|$ depends on $v$ and on the gate and body voltages. The first term is then $(\mu/L)\int_{V_S}^{V_D}|\lambda|\,dv$, the steady current. The second term identifies

$$Q_D=\int_0^L\frac{x}{L}\lambda\,dx,\qquad
Q_S=\int_0^L\left(1-\frac{x}{L}\right)\lambda\,dx,$$

the source result following by the same averaging.

Consider a strongly conducting channel with constant threshold $V_T$ and negligible change of body charge. Let $C_0$ be the total oxide capacitance. The local electron charge is $\lambda=-(C_0/L)y$, with $y=V_G-V_T-v$. Let $u=V_G-V_T-V_S$ be its value at the source. In saturation $y$ falls to zero at the drain. The steady current is the same at every $x$ and is proportional to $y\,dv/dx=-y\,dy/dx$, so $y^2$ falls linearly:

$$y=u\sqrt{1-s},\qquad s=x/L.$$

With $p=1-s$,

$$Q_D=-C_0u\int_0^1s\sqrt{1-s}\,ds
=-C_0u\int_0^1(p^{1/2}-p^{3/2})\,dp$$

$$=-C_0u\left(\frac23-\frac25\right)=-\frac4{15}C_0u.$$

The total electron charge is $-C_0u\int_0^1p^{1/2}dp=-\frac23C_0u$, so $Q_S=-\frac25C_0u$ and, apart from a constant, $Q_G=+\frac23C_0u$. Since $u$ does not contain $V_D$,

$$C_{DG}=\frac4{15}C_0,\qquad C_{GD}=0.$$

The sum rules still hold: for the gate column, $\frac23-\frac4{15}-\frac25=0$, and each charge depends on $V_G-V_S$. Reciprocity is thus not a consequence of the two assumptions. The gate controls how much charge the drain must supply, whereas in this long-channel model the saturated drain no longer controls the channel.

The opposite limit is $V_D=V_S$. The channel is uniform and each end receives half its charge, $Q_D=-C_0u/2$, so $C_{DG}=C_0/2$. A small change $\delta$ of $V_D$ produces, to first order, a linear potential along the channel with mean change $\delta/2$. The gate charge changes by $-C_0\delta/2$, so $C_{GD}=C_0/2$ as well. The source-gate pair is the same by symmetry, and exchanging the two ends gives $C_{DS}=C_{SD}$. Reciprocity holds there.

## Part (f): a numerical transistor

**A long n-channel silicon transistor has a 7.0 nm oxide, body doping $3\times10^{17}\ \mathrm{cm^{-3}}$, and width and length of 10 µm. At $V_G=2$ V, $V_D=1$ V and $V_S=V_B=0$, a calculation gives these coefficients in fF:**

| Charge at | G moves | D moves | B moves |
|---|---:|---:|---:|
| G | 393.1 | 56.5 | 20.0 |
| D | 166.3 | 54.7 | 49.7 |
| B | 24.7 | 15.0 | 134.9 |

**Find the other seven and interpret the asymmetry and the signs.**

**Answer.** Equation (4) gives the source column:

$$C_{GS}=393.1-56.5-20.0=316.6\ \mathrm{fF},$$
$$C_{DS}=54.7-166.3-49.7=-161.3\ \mathrm{fF},$$
$$C_{BS}=134.9-24.7-15.0=95.2\ \mathrm{fF}.$$

Equation (5) gives the source row:

$$C_{SG}=393.1-166.3-24.7=202.1\ \mathrm{fF},$$
$$C_{SD}=54.7-56.5-15.0=-16.8\ \mathrm{fF},$$
$$C_{SB}=134.9-20.0-49.7=65.2\ \mathrm{fF}.$$

In (6) the kept diagonal entries sum to 582.7 fF and the off-diagonal entries to 332.2 fF, so $C_{SS}=250.5$ fF. Direct calculation, moving the source voltage and evaluating the source charge, gives the same seven values within 0.1 fF, the effect of rounding the inputs here. The unrounded values agree to $6.7\times10^{-10}$ fF.

This agreement tests charge neutrality as well as algebra. The model obtains the gate charge from the oxide voltage, and the electron and body charges from separate integrals over depth. The four charges are

$$799.27-174.78-261.54-362.95=0.00\ \mathrm{fC}.$$

The negative $C_{DS}$ means that $D_{DS}$ is positive: raising the source voltage removes electrons from the channel, and the drain's negative share becomes smaller. The saturation model of part (e) has the same sign, $C_{DS}=-\frac4{15}C_0$. Since $C_{SD}$ is only $-16.8$ fF, the pair cannot be represented by a single two-terminal capacitor between drain and source, even one of negative capacitance.

The drain-gate pair differs by $C_{DG}-C_{GD}=109.8$ fF. A gate ramp of 10 mV/ns, with the other voltages fixed, gives a charging current into the drain of

$$-C_{DG}\frac{dV_G}{dt}=-(166.3\ \mathrm{fF})(10^7\ \mathrm{V/s})=-1.66\ \text{µA}.$$

The same ramp on the drain gives a gate current of $-0.57$ µA. One capacitor between gate and drain cannot reproduce both. At $V_D=V_S=0$, with the gate still at 2 V, the largest asymmetry in the calculated matrix is $1.6\times10^{-9}$ fF.

One bias cannot exclude a hidden relation shared by all biases. The matrices at 25 biases, divided by the oxide capacitance and treated as vectors of sixteen components, have a ninth singular value of $5.9\times10^{-3}$ and a tenth of $6.7\times10^{-11}$. They span nine directions to numerical accuracy. In this device model, no further linear relation with fixed coefficients holds throughout the set.

## Part (g): real devices and failure of the count

**How far can the numbers be trusted, and what would invalidate the count of nine?**

**Answer.** The dimensions and doping are rough values for a long transistor in a 3.3 V input/output process. The oxide field at the source is 2.8 MV/cm, below the rough 10 MV/cm scale of oxide breakdown, and the estimated tunnelling factor is about $10^{-28}$. The model neglects several larger effects. Quantum displacement of the electrons and depletion of the gate act like extra oxide, roughly estimated at 4.5 % and 2.9 % of the actual thickness; the first figure, from a single level in a triangular well, is low: a self-consistent Schrödinger–Poisson calculation with a hard wall at the oxide gives about 5.8 %. Extra oxide can change the coefficients by much more than these percentages, because the bias is close to saturation: making the oxide 7.4 % thicker in the model lowers $C_{GD}$ and $C_{DD}$ by about a third, and $C_{GG}$ by 37 fF. This is not an upper estimate. Quantization also raises the threshold and nearly halves the electron charge at the drain end; in the self-consistent calculation it alone lowers $C_{GD}$ and $C_{DD}$ by about 40 %. For the gate, the abrupt-depletion formula behind the 2.9 % is crude, because its voltage drop of 28 mV is only about $kT/q$. With Fermi statistics in the gate the drop is about 63 mV, close to the 57 mV across the equivalent oxide, and $C_{GD}$ falls by about 15 %. The two effects together lower $C_{GD}$ and $C_{DD}$ by a little more than half, and $C_{GG}$ by about 48 fF. The model also uses Boltzmann statistics, although the surface electron density at the source is 3.5 times the effective density of states of the conduction band; Fermi statistics would change the coefficients by at most about 4 fF. An assumed gate-drain overlap of 0.05 µm adds 2.5 fF to the 56.5 fF of $C_{GD}$. A drain junction of 1 fF/µm² and 1 µm length adds 10 fF to the 15.0 fF of $C_{BD}$, the largest relative correction estimated here. At the drain, the mean electron velocity, which is mobility times the gradient of the channel potential $v$ (called the lateral field in the output), is 0.18 of the saturation velocity, so constant mobility is only approximate; a simple velocity-saturation law lowers $C_{GD}$ by about 8 fF. Mobility also falls with the vertical field, which is larger at the source than at the drain, and a typical empirical law for this moves the coefficients by up to about 9 fF. Raising the temperature from 300 K to 85 °C at fixed voltages changes a coefficient by at most 7.4 fF with the constant gap of the model, and by 8.7 fF with empirical temperature laws for the gap and the intrinsic density. This is under 2 % of the 493 fF oxide capacitance, but it occurs in $C_{GD}$, which rises by 13 to 15 %. The decimals in part (f) serve to check the sums and are not a prediction of that accuracy.

These corrections change the values without changing the count, provided the charges still follow the four voltages and obey the two assumptions. Velocity saturation meets the first condition only approximately: when the mobility depends on the gradient of $v$, the averaging in part (e) no longer gives a drain charge that is exactly a function of the voltages. The coefficients can then be defined directly, as the factors multiplying $dV_j/dt$ in the terminal currents. They still obey both sum rules, because the currents sum to zero and a common ramp of all four voltages produces no charging current. An overlap capacitor $c$ between terminals $i$ and $j$, for instance, adds charges $\pm c(V_i-V_j)$, which sum to zero and ignore a common shift.

Quasi-static operation itself has a limit. The channel transit time is 3.5 ns, corresponding to $1/(2\pi\tau)=45$ MHz. The failure is gradual. As the signal frequency approaches and passes this value, the charges depend increasingly on the history of the voltages, and sixteen real coefficients describe the response less and less well.

The count also fails if a fifth conductor is ignored. A shield at fixed voltage $V_X$, coupled to the gate by $c$, adds $c(V_G-V_X)$ to $Q_G$. The gate row and gate column then each sum to $c$ instead of zero. With the shield included, the result of part (b) gives $(5-1)^2=16$ independent values. By the construction of part (c), these can be the entire $4\times4$ block of the original terminals, which then obeys no sum rule of its own.

The numerical output below gives the coefficients and most of the estimates to further digits.

## Computed results

```
Oxide thickness 7.0 nm; body doping 3.0e+17 cm^-3
Width 10.0 um; length 10.0 um
Temperature 300 K; Fermi potential 0.4451 V
Flat-band voltage -1.0051 V
Bias VG, VD, VS, VB: 2.00 1.00 0.00 0.00 V
Total oxide capacitance 493.30 fF
Charges QG, QD, QS, QB: 799.27 -174.78 -261.54 -362.95 fC
Neutrality error / QG: 7.3e-14
Ranks (row sums, column sums, both): 4 4 7
Free coefficients: 9
Sets of nine: 11440; sufficient sets: 4096
Coefficients C_ij in fF; columns G, D, S, B
  G:    393.132     56.547    316.598     19.987
  D:    166.340     54.651   -161.361     49.671
  S:    202.095    -16.892    250.443     65.241
  B:     24.697     14.996     95.206    134.899
Source row rebuilt from nine (fF): 202.095 -16.892 250.443 65.241
Source column rebuilt from nine (fF): 316.598 -161.361 250.443 95.206
Largest rebuilding error 6.7e-10 fF
Row-sum, column-sum error / oxide capacitance: 1.4e-12, 1.3e-12
C_DG - C_GD: 109.793 fF
C_DB - C_BD: 34.676 fF
C_BG - C_GB: 4.710 fF
Largest asymmetry at VD = VS: 1.6e-09 fF
Survey biases: 25; singular values 9 and 10: 5.85e-03, 6.67e-11
Neglected effects, from rough inputs:
Oxide field at source 2.81 MV/cm
Oxide tunnelling factor 10^(-28.4)
Mobility 350 cm2/Vs; saturation velocity 1.0e+07 cm/s
Lateral field at drain 5.14 kV/cm
Mobility * field / saturation velocity 0.180
Quantum channel displacement 0.95 nm; 4.5 % of oxide thickness
Gate doping 1.0e+20 cm^-3; depletion 0.61 nm; 2.9 % of oxide
Surface electrons / band density 3.49; degeneracy shift 12.8 mV
Overlap per side (0.05 um) 2.47 fF
Drain junction (1 fF/um2, 1 um long) 10.00 fF
Channel transit time 3.52 ns; 1/(2 pi time) 45.2 MHz
Largest coefficient change at 358.15 K: 7.41 fF
```
